\section*{Small-Signal Response of One Interface Level to Majority-Carrier Capture}

\section*{The problem}

An oxide covers an n-type semiconductor whose surface is in depletion. The interface carries $N_t$ electron states per unit area, all at one energy $E_t$, which lies at a fixed distance below the conduction-band edge $E_c$ at the surface. A fraction $f$ of them is occupied. They exchange electrons with the conduction band alone:
\begin{equation}
\frac{df}{dt}=c_n n\,(1-f)-e_n f .
\label{rate}
\end{equation}
Here $n$ is the electron density per volume at the surface, $c_n$ the capture coefficient and $e_n$ the emission rate. The first term needs a free electron and an empty state, the second an occupied state.

The surface potential $\psi$ is measured from the neutral bulk and is positive when the bands bend downward, so depletion means $\psi<0$. The elementary charge is $q>0$. Steady values are written $n_s$ and $f_0$. A small alternating potential $\delta\psi\,e^{j\omega t}$ is added to the steady one. The surface is taken as laterally uniform, the free electrons obey Boltzmann statistics and stay in equilibrium with the bulk, and $c_n$ is constant.

\section*{(a) The steady state}

\textit{Find the relation between $e_n$ and $f_0$, and show that $e_n$ does not depend on the surface potential.}

With $df/dt=0$, equation (\ref{rate}) gives
\begin{equation}
c_n n_s(1-f_0)=e_n f_0
\quad\Longrightarrow\quad
e_n=c_n n_s\,\frac{1-f_0}{f_0}.
\label{balance}
\end{equation}
In equilibrium the occupancy is the Fermi function,
\begin{equation}
f_0=\frac{1}{1+e^{(E_t-E_F)/kT}}
\quad\Longrightarrow\quad
\frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT}.
\label{fermi}
\end{equation}
For Boltzmann electrons $n_s=N_c\,e^{-(E_c-E_F)/kT}$, where $N_c$ is the effective density of band states. Inserting both in (\ref{balance}) cancels $E_F$:
\begin{equation}
e_n=c_nN_c\,e^{-(E_c-E_t)/kT}.
\label{en}
\end{equation}
The distance $E_c-E_t$ is fixed and $c_n$ is taken as constant, so in this model $e_n$ is the same at every bias. It may therefore be held constant while the potential oscillates.

If the state has a degeneracy factor $g$ multiplying the exponential in (\ref{fermi}), then $g\,e^{(E_t-E_F)/kT}=e^{(E_t+kT\ln g-E_F)/kT}$. The factor shifts the effective level by $kT\ln g$ and changes nothing else below.

\section*{(b) Linearisation and the response time}

\textit{Linearise the rate equation about the steady state. With what time constant does the occupancy respond?}

Put $n=n_s+\delta n$ and $f=f_0+\delta f$. The capture term becomes
\begin{equation}
c_n(n_s+\delta n)(1-f_0-\delta f)
=c_nn_s(1-f_0)+c_n(1-f_0)\delta n-c_nn_s\delta f-c_n\,\delta n\,\delta f .
\end{equation}
The last term is smaller than the one before it by the factor $\delta n/n_s$, and is dropped when $|\delta n|\ll n_s$. Emission contributes $-e_nf_0-e_n\delta f$. The zeroth-order terms cancel by (\ref{balance}), which leaves
\begin{equation}
\frac{d\,\delta f}{dt}=c_n(1-f_0)\,\delta n-(c_nn_s+e_n)\,\delta f .
\label{linear}
\end{equation}
The coefficient of $\delta f$ is the relaxation rate $1/\tau$ at a fixed surface potential. (At a fixed gate voltage the trapped charge also moves $\psi$, which makes the relaxation faster.) Eliminating $e_n$ with (\ref{balance}),
\begin{equation}
\frac1\tau=c_nn_s+c_nn_s\frac{1-f_0}{f_0}
=c_nn_s\,\frac{f_0+1-f_0}{f_0}=\frac{c_nn_s}{f_0},
\end{equation}
so that
\begin{equation}
\boxed{\;\tau=\frac{f_0}{c_nn_s}=\frac{1}{c_nn_s+e_n}\;}
\label{tau}
\end{equation}

The time $1/(c_nn_s)$ is the mean wait of an empty state for a capture. The response is faster than that, because an excess of trapped electrons raises emission as well as lowering capture, and the two rates add. For a nearly full level ($f_0\to1$) emission is negligible and $\tau\to1/(c_nn_s)$. For a nearly empty level $c_nn_s\ll e_n$ and $\tau\to1/e_n$, which no longer depends on bias.

\section*{(c) The trap admittance}

\textit{Express the current into the traps as an admittance with respect to $\delta\psi$, and identify the trap capacitance.}

A rise of $\psi$ lowers the electron energy at the surface, so $n\propto e^{q\psi/kT}$. To first order, for $q|\delta\psi|\ll kT$,
\begin{equation}
\delta n=n_s\,\frac{q\,\delta\psi}{kT}.
\end{equation}
All perturbations vary as $e^{j\omega t}$, so $d/dt$ becomes $j\omega$ in (\ref{linear}):
\begin{equation}
\left(j\omega+\frac1\tau\right)\delta f=c_nn_s(1-f_0)\frac{q\,\delta\psi}{kT}.
\end{equation}
Multiply by $\tau$ and use $c_nn_s\tau=f_0$:
\begin{equation}
\delta f=\frac{f_0(1-f_0)}{1+j\omega\tau}\,\frac{q\,\delta\psi}{kT}.
\label{df}
\end{equation}
The factor $1-f_0$ comes from the empty states available for capture. The factor $f_0$ comes from the response time.

The trapped charge per area changes by $-qN_t\,\delta f$. It is balanced by $+qN_t\,\delta f$ on the gate side, so the current density flowing from the gate side towards the semiconductor is $i=+qN_t\,j\omega\,\delta f$. Dividing by $\delta\psi$ gives
\begin{equation}
\boxed{\;Y_t=\frac{i}{\delta\psi}=\frac{j\omega C_T}{1+j\omega\tau},
\qquad C_T=\frac{q^2N_t\,f_0(1-f_0)}{kT}\;}
\label{Y}
\end{equation}

This is a capacitance $C_T$ in series with a resistance, since
\begin{equation}
\frac1{Y_t}=\frac1{j\omega C_T}+\frac{\tau}{C_T},
\qquad
R_T=\frac{\tau}{C_T}=\frac{kT}{q^2N_t\,c_nn_s(1-f_0)} .
\end{equation}
The resistance is set by the steady capture rate per area, $N_tc_nn_s(1-f_0)$: the more electrons are exchanged in equilibrium, the smaller it is.

The value of $C_T$ can be confirmed without kinetics. In a very slow change the occupancy follows (\ref{fermi}), with $E_t-E_F=\text{const}-q\psi$ because the level moves with the band edge. Then
\begin{equation}
qN_t\frac{df_0}{d\psi}
=qN_t\,\frac{q}{kT}\,\frac{e^{(E_t-E_F)/kT}}{\left(1+e^{(E_t-E_F)/kT}\right)^2}
=\frac{q^2N_t}{kT}f_0(1-f_0)=C_T .
\end{equation}
A full level and an empty level both have $C_T\to0$: the first has no room for more electrons, the second hardly any to give back.

\section*{(d) Capacitance, loss and the measured admittance}

\textit{Separate $Y_t$ into a parallel capacitance $C_t$ and conductance $G_p$. Where is $G_p/\omega$ largest? How are these quantities reached from the gate?}

Multiply numerator and denominator of (\ref{Y}) by $1-j\omega\tau$ and compare with $Y_t=G_p+j\omega C_t$:
\begin{equation}
C_t=\frac{C_T}{1+\omega^2\tau^2},\qquad
\frac{G_p}{\omega}=C_T\,\frac{\omega\tau}{1+\omega^2\tau^2}.
\label{parts}
\end{equation}
With $y=\omega\tau$,
\begin{equation}
\frac{d}{dy}\,\frac{y}{1+y^2}=\frac{1-y^2}{(1+y^2)^2},
\end{equation}
which changes from positive to negative at $y=1$. The peak of $G_p/\omega$ therefore lies at $\omega\tau=1$ and has height $C_T/2$. Its position gives $\tau$ and its height gives $C_T$.

The mean power absorbed per area is $\tfrac12G_p|\delta\psi|^2$, which is positive, as it must be for a passive system. At low frequency the traps follow the potential, $C_t\to C_T$ and $G_p\to\omega^2\tau C_T\to0$. At high frequency their occupancy hardly changes and $C_t\to0$, while $G_p$ tends to the constant $C_T/\tau=1/R_T$. The loss per cycle, proportional to $G_p/\omega$, vanishes in both limits.

The depletion charge responds to the same $\delta\psi$, so its capacitance $C_D$ lies in parallel with $Y_t$. The oxide capacitance $C_{ox}$ carries the sum of the two currents and lies in series. If series resistance and gate leakage are negligible, the measured admittance $Y_m$ obeys
\begin{equation}
\frac1{Y_m}=\frac1{j\omega C_{ox}}+\frac1{j\omega C_D+Y_t}
\;\Longrightarrow\;
G_p+j\omega(C_D+C_t)=\left(\frac1{Y_m}-\frac1{j\omega C_{ox}}\right)^{-1}.
\end{equation}
The real part contains the traps alone, because the depletion capacitance is lossless in this model. To find $C_t$ from the imaginary part, $C_D$ must be known separately.

\section*{(e) Dependence on bias}

\textit{At what occupancy is $C_T$ largest, and over what range of surface potential does it exceed half its maximum?}

Since $f_0(1-f_0)=\tfrac14-(f_0-\tfrac12)^2$, the maximum is at $f_0=\tfrac12$, where the Fermi level crosses the effective trap level, and
\begin{equation}
C_{T,\max}=\frac{q^2N_t}{4kT}.
\end{equation}
At half this value $f_0(1-f_0)=\tfrac18$, so $(f_0-\tfrac12)^2=\tfrac18$ and $f_0=\tfrac12(1\pm1/\sqrt2)$. For the upper root
\begin{equation}
\frac{f_0}{1-f_0}=\frac{\sqrt2+1}{\sqrt2-1}=(\sqrt2+1)^2=3+2\sqrt2 ,
\end{equation}
and the lower root gives the reciprocal. By (\ref{fermi}), $\ln[f_0/(1-f_0)]=q(\psi-\psi_{1/2})/kT$, where $\psi_{1/2}$ is the potential of half filling. The full width is therefore
\begin{equation}
\Delta\psi=\frac{2kT}{q}\ln(3+2\sqrt2)\approx3.53\,\frac{kT}{q}.
\end{equation}

\section*{(f) A worked example}

\textit{Evaluate the response for $T=300$ K ($kT=25.85$ meV), donor density $N_D=10^{16}$ cm$^{-3}$, $N_c=2.8\times10^{19}$ cm$^{-3}$, $N_t=10^{10}$ cm$^{-2}$, $E_c-E_t=0.40$ eV, $\psi=-0.20$ V and a 10 nm oxide. The capture cross-section is $10^{-15}$ cm$^2$ and the thermal velocity $10^7$ cm/s.}

These are rough values in the regime of an oxidised-silicon capacitor. Intermediate digits are kept to make the arithmetic traceable. The capture coefficient is the product of cross-section and velocity, $c_n=10^{-8}$ cm$^3$/s. The surface density and capture rate are
\begin{equation}
n_s=10^{16}\,e^{-0.20/0.025852}=4.37\times10^{12}\ \text{cm}^{-3},
\qquad c_nn_s=4.37\times10^{4}\ \text{s}^{-1}.
\end{equation}
In the bulk $E_c-E_F=kT\ln(N_c/N_D)=0.2052$ eV, and at the surface it is $0.4052$ eV. The level thus lies $5.2$ meV above the Fermi level, and
\begin{align}
f_0&=\frac1{1+e^{5.20/25.85}}=0.450,\qquad f_0(1-f_0)=0.2475,\\
\tau&=\frac{0.4499}{4.367\times10^4\ \text{s}^{-1}}=10.3\ \mu\text{s},\qquad
\frac1{2\pi\tau}=15.4\ \text{kHz},\\
C_T&=\frac{(1.602\times10^{-19}\,\text{C})(10^{10}\,\text{cm}^{-2})(0.2475)}{0.02585\ \text{V}}
=15.3\ \text{nF/cm}^2 .
\end{align}
In the last line one factor $q$ has turned $kT$ into the voltage $kT/q$. The peak of $G_p/\omega$ is $C_T/2=7.7$ nF/cm$^2$. For comparison, $1/(c_nn_s)=22.9\ \mu$s is more than twice $\tau$, since the emission rate per occupied state, $e_n=5.34\times10^4$ s$^{-1}$, exceeds the capture rate per empty state, $c_nn_s$. With relative permittivities of 11.7 for the semiconductor and 3.9 for the oxide, the depletion capacitance is 69 nF/cm$^2$ and that of the oxide 345 nF/cm$^2$. The traps are thus a modest part of the capacitance, yet they supply all the loss in the model.

Two further biases show the limits found in (b) and (c):
\begin{center}
\begin{tabular}{cccc}
$\psi$ (V) & $f_0$ & $\tau$ ($\mu$s) & $C_T$ (nF/cm$^2$)\\
$-0.26$ & 0.074 & 17.3 & 4.3\\
$-0.20$ & 0.450 & 10.3 & 15.3\\
$-0.14$ & 0.893 & 2.0 & 5.9
\end{tabular}
\end{center}
Towards stronger depletion, as long as holes remain negligible, $\tau$ approaches $1/e_n=18.7\ \mu$s. The capacitance is largest at $\psi=-0.195$ V and has a full width of 91 mV.

The linear result was tested against numerical periodic solutions of (\ref{rate}) at these three biases, for $\omega\tau=0.1$, 1 and 10 and a surface amplitude of 0.1 mV. The largest difference in $Y_t/(j\omega)$ was $1.2\times10^{-6}$ of $C_T$.

\section*{(g) Where the model stops}

\textit{Estimate how far the neglected effects move these results.}

\textbf{Non-uniform potential.} Let $\psi$ vary along the interface with a Gaussian spread of 40 mV about $-0.20$ V. If the patches are wide compared with the depletion layer (about 150 nm here), they act in parallel. If $\delta\psi$ is taken as the same on every patch, their losses add. The peak of $G_p/\omega$ falls from 7.7 to 4.8 nF/cm$^2$, a factor of 0.63, and moves from 15.4 to 16.9 kHz. The peak falls because it is an average over patches: those away from half filling have a smaller $C_T$, and those with $\omega\tau\neq1$ contribute less than half of their own $C_T$. Twice the peak is then 37\% below the uniform $C_T$. Most of this is a real fall in capacitance: the average of $C_T$ over the patches is itself 30\% below the uniform value, and twice the peak lies about 10.5\% below that average.

\textbf{Many levels.} Let there be $D_{it}$ states per area and energy, with $D_{it}$ and $c_n$ constant over several $kT$ around $E_F$. The single-level losses add. With $x=\omega/(c_nn_s)$ we have $\omega\tau=xf_0$, and (\ref{fermi}) gives $f_0(1-f_0)\,dE_t/kT=-df_0$, so
\begin{equation}
\frac{G_p}{\omega}=q^2D_{it}\int_0^1\frac{xf_0}{1+x^2f_0^2}\,df_0
=q^2D_{it}\,\frac{\ln(1+x^2)}{2x}.
\end{equation}
The peak is at $x=1.98$ with height $0.402\,q^2D_{it}$. The low-frequency capacitance of the continuum is $q^2D_{it}$, so the peak is 0.402 of it, against 0.5 for a single level, because the levels have different $\tau$. At the $n_s$ of the example it lies at 13.8 kHz.

\textbf{Signal size.} At $\omega\tau=1$ the error of the linear admittance, relative to its magnitude, is 0.8\% for a surface amplitude of 10 mV and 4.8\% for 25 mV. It grows as the square of a small amplitude: second-order products of two oscillations at $\omega$ contain the frequencies $0$ and $2\omega$, so the response at $\omega$ is first corrected at third order.

\textbf{Temperature.} At 350 K, with $\psi$ and the cross-section held fixed, $c_n\propto T^{1/2}$ and $N_c\propto T^{3/2}$, $\tau$ falls to 1.2 $\mu$s. A quoted response time therefore needs its temperature and bias.

\textbf{Small effects.} With an intrinsic density of $10^{10}$ cm$^{-3}$ and equal capture coefficients, relaxation through holes is $4\times10^{-6}$ of that through electrons. This estimate fails towards inversion, where holes become plentiful. The correction to Boltzmann statistics, about $n/(2^{3/2}N_c)$, is of order $10^{-7}$ at the surface and $10^{-4}$ in the bulk, where $n=N_D$. The traps draw a fraction $c_nN_t(1-f_0)/(v/4)=2\times10^{-5}$ of the thermal electron flux, where $v$ is the thermal velocity, so on this estimate they do not deplete the surface of electrons. For a 3.1 eV barrier and a tunnelling mass of 0.42 electron masses, the tunnelling factor through the oxide is about $e^{-117}$.

\textbf{The real interface.} Thermally oxidised silicon usually has a continuum of levels and a non-uniform surface potential, so it breaks two assumptions at once; their joint effect is not computed here. To give the same low-frequency capacitance, a continuum would need $D_{it}=N_tf_0(1-f_0)/kT\approx10^{11}$ cm$^{-2}$eV$^{-1}$. That is towards the high side for a well-annealed interface, where $10^{10}$ to $10^{11}$ is a rough range. The response time also depends directly on the assumed capture cross-section: at fixed bias and level, one ten times smaller makes $\tau$ ten times longer and leaves $C_T$ unchanged. The single level is thus a building block for such an interface, and its 10 $\mu$s and 15 nF/cm$^2$ are model values. The numerical output lists the remaining inputs and estimates.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough, oxidised n-type silicon regime)
temperature = 300 K, kT = 25.85 meV
doping = 1.0e+16 cm^-3, band density of states = 2.8e+19 cm^-3
intrinsic density = 1.0e+10 cm^-3
relative permittivity: semiconductor 11.7, oxide 3.9
oxide thickness = 10 nm
trap density = 1.0e+10 cm^-2, level depth = 0.40 eV
capture cross-section = 1.0e-15 cm^2
thermal velocity = 1.0e+07 cm/s, c_n = 1.0e-08 cm^3/s
surface potential = -0.20 V
MAIN RESULTS
band edge minus Fermi level: bulk 0.2052 eV, surface 0.4052 eV
trap level minus Fermi level = 5.20 meV
surface electron density n_s = 4.367e+12 cm^-3
capture rate c_n n_s = 4.367e+04 s^-1
emission rate e_n = 5.339e+04 s^-1
occupancy f0 = 0.4499, f0(1-f0) = 0.2475
1/(c_n n_s) = 22.90 us
response time tau = 10.30 us
loss-peak frequency = 15.45 kHz
trap capacitance C_T = 15.34 nF/cm^2
peak G_p/omega = 7.67 nF/cm^2
peak G_p = 0.744 mS/cm^2
depletion capacitance = 69.00 nF/cm^2
oxide capacitance = 345.3 nF/cm^2
BIAS DEPENDENCE
psi = -0.26 V: f0 = 0.0743, tau = 17.34 us, C_T = 4.26 nF/cm^2
psi = -0.20 V: f0 = 0.4499, tau = 10.30 us, C_T = 15.34 nF/cm^2
psi = -0.14 V: f0 = 0.8928, tau = 2.01 us, C_T = 5.93 nF/cm^2
C_T is largest at psi = -0.1948 V
full width of C_T at half height = 91.1 mV
CHECKS
largest simulated-linear difference / C_T = 1.2e-06
simulated peak: omega tau = 1.0000, height/C_T = 0.50000
NEGLECTED EFFECTS
potential spread 40 mV: peak G_p/omega = 4.81 nF/cm^2
  ratio to uniform peak = 0.627, peak at 16.88 kHz
continuum: peak at omega/(c_n n_s) = 1.980, 13.76 kHz
  peak (G_p/omega)/(q^2 D_it) = 0.4024 (single level/C_T: 0.5)
surface amplitude 10 mV: admittance error = 0.77 %
surface amplitude 25 mV: admittance error = 4.80 %
error growth when amplitude doubles = 4.000
tau at 350 K, same surface potential = 1.24 us
hole/electron relaxation rate = 4.3e-06
band-degeneracy correction = 5.5e-08
trap capture velocity / thermal supply velocity = 2.2e-05
semiconductor surface field = 0.0232 MV/cm
oxide field from semiconductor charge = 0.0696 MV/cm
oxide barrier = 3.1 eV, tunnelling mass = 0.42 m_e
tunnelling exponent through oxide = 117
\end{verbatim}
